# Nitrogen Uptake by Metal with a Finite Surface Reaction Rate

## The situation

A piece of nitrogen-free iron is placed in a hot mixture of ammonia and hydrogen. Ammonia molecules break up at its surface, and some of the nitrogen dissolves and diffuses inward. At a given temperature, the pressures of the two gases fix the concentration at which uptake would stop, but the surface does not jump to that value: nitrogen arrives at a finite rate while the metal below carries it away. How does the surface concentration rise?

Let the metal fill $x>0$. The dissolved concentration is $c(x,t)$, its surface value is $c_s(t)=c(0,t)$, and $c_{eq}$ is the concentration in equilibrium with the gas. The diffusivity $D$ is constant, nitrogen is neither trapped nor precipitated, and no nitride layer forms. Conservation of nitrogen then gives

$$c_t=D\,c_{xx},\qquad c(x,0)=0,$$

where subscripts $x$ and $t$ denote derivatives. The flux in the direction of increasing $x$ is $-Dc_x$.

## First case: a surface held at equilibrium

Suppose first that the reaction is so fast that $c_s=c_{eq}$ from the start. Try

$$v(x,t)=c_{eq}\,\mathrm{erfc}\,\xi,\qquad \xi=\frac{x}{2\sqrt{Dt}},\qquad \mathrm{erfc}\,\xi=\frac{2}{\sqrt\pi}\int_\xi^\infty e^{-s^2}ds .$$

Since $\xi_x=1/(2\sqrt{Dt})$ and $\xi_t=-\xi/(2t)$,

$$v_x=-\frac{c_{eq}}{\sqrt{\pi Dt}}e^{-\xi^2},\qquad v_{xx}=\frac{c_{eq}\,\xi}{\sqrt\pi\,Dt}e^{-\xi^2},\qquad v_t=\frac{c_{eq}\,\xi}{\sqrt\pi\,t}e^{-\xi^2}.$$

Hence $v_t=Dv_{xx}$. At $x=0$, $v=c_{eq}$; for fixed $x>0$, $v\to0$ as $t\to0$. All conditions of this first case hold.

Now look at its short-time limit. The flux entering the metal is

$$-Dv_x(0,t)=c_{eq}\sqrt{\frac{D}{\pi t}},$$

which diverges as $t\to0$. A real surface reaction cannot supply this, so the surface needs its own rate law.

## Second case: a finite reaction rate

Take a net uptake flux proportional to the distance from equilibrium, with a constant coefficient $k$ that has the dimension of a velocity:

$$-Dc_x(0,t)=k(c_{eq}-c_s).$$

The sign is right: below equilibrium, $c_x$ is negative at the surface and nitrogen flows inward. The largest possible uptake flux is $kc_{eq}$, reached at $c_s=0$. The first case demands more than this whenever $t<D/(\pi k^2)$.

Write $h=k/D$, an inverse length. Dividing the surface law by $k$ and rearranging gives

$$c_s-\frac{1}{h}c_x(0,t)=c_{eq}.$$

This suggests studying the combination $c-c_x/h$ at every depth. It obeys the diffusion equation, because that equation is linear with constant coefficients. It starts at zero and equals $c_{eq}$ at the surface. These are the conditions met by $v$ in the first case, so we set

$$c-\frac{1}{h}c_x=v .$$

At fixed time this is an ordinary differential equation in $x$. Multiplying by $-h\,e^{-hx}$ gives

$$\frac{\partial}{\partial x}\left(e^{-hx}c\right)=-h\,e^{-hx}v .$$

Integrate from $x$ to infinity. For bounded $c$ the upper limit contributes nothing on the left, so with $y$ the distance beyond $x$,

$$c(x,t)=h\int_0^\infty e^{-hy}\,v(x+y,t)\,dy .$$

The solution is a weighted average of the fixed-surface profile over depths beyond $x$, with weights that integrate to one and a range $1/h=D/k$.

We reached this formula by identifying the combination with $v$. We now check it directly, so that nothing rests on that identification.

- **Diffusion equation.** For $t>0$ the derivatives of $v$ are bounded and may be taken inside the integral, so $c_t-Dc_{xx}=h\int_0^\infty e^{-hy}(v_t-Dv_{xx})\,dy=0$.
- **Initial state.** As $t\to0$, $v(x+y,t)\to0$ for every $y>0$, while $v\le c_{eq}$. The integral therefore tends to zero, even at $x=0$.
- **Surface law.** An $x$ derivative of $v(x+y,t)$ equals a $y$ derivative. Integration by parts gives $c_x=-hv+hc$. At $x=0$ this is $c_x=-h(c_{eq}-c_s)$, and multiplication by $-D$ restores the required flux.

### Could there be another solution?

Let $u$ be the difference of two solutions that, with their gradients, decay at depth fast enough for the integrals below to exist. Then $u_t=Du_{xx}$, and subtracting the two surface laws gives $Du_x(0,t)=ku(0,t)$. Integrating by parts,

$$\frac{d}{dt}\int_0^\infty\frac{u^2}{2}dx=D\int_0^\infty u\,u_{xx}\,dx=-k\,u(0,t)^2-D\int_0^\infty u_x^2\,dx\le0 .$$

The integral of $u^2$ starts at zero, cannot be negative and cannot grow. Hence $u=0$, and the solution is unique in this class.

## Evaluating the average

Put $a=2\sqrt{Dt}$. Integration by parts, using $-e^{-hy}$ as the integral of $h\,e^{-hy}$, gives

$$\frac{c}{c_{eq}}=\mathrm{erfc}\,\xi-\frac{2}{a\sqrt\pi}\int_0^\infty e^{-hy-(x+y)^2/a^2}dy .$$

Substitute $s=(x+y)/a$, so that $dy=a\,ds$ and $y=as-x$. With

$$z=\frac{ha}{2}=k\sqrt{\frac{t}{D}},$$

the exponent becomes

$$-hy-s^2=-s^2-2zs+hx=-(s+z)^2+z^2+hx .$$

The lower limit is $s=\xi$, and shifting the variable by $z$ turns the remaining integral into a complementary error function:

$$\frac{c(x,t)}{c_{eq}}=\mathrm{erfc}\,\xi-e^{hx+z^2}\,\mathrm{erfc}(\xi+z).$$

At the surface $\xi=0$ and $\mathrm{erfc}\,0=1$, so

$$\boxed{c_s=c_{eq}\left[1-\exp\!\left(\frac{k^2t}{D}\right)\mathrm{erfc}\!\left(k\sqrt{\frac tD}\right)\right]}$$

The rise is monotonic. At $x=0$ the average contains $\mathrm{erfc}[y/(2\sqrt{Dt})]$, which grows with time for each $y>0$. It stays below one and tends to one, so $c_s$ rises from zero towards $c_{eq}$ without overshoot.

A metal that starts with uniform concentration $c_0$ needs no new calculation. The difference $c-c_0$ starts at zero and obeys the same surface law with $c_{eq}-c_0$ in place of $c_{eq}$. Thus $c_s=c_0+(c_{eq}-c_0)f$, where $f(z)=1-e^{z^2}\mathrm{erfc}\,z$. For $c_0>c_{eq}$ this describes nitrogen loss.

## Uptake and the two time limits

Let $E(z)=e^{z^2}\mathrm{erfc}\,z=1-f$. The entering flux is $kc_{eq}E$. With $\tau=z^2=k^2t/D$, the product rule gives

$$\frac{dE}{d\tau}=E-\frac{1}{\sqrt{\pi\tau}} .$$

Solving for $E$ and integrating from zero, where $E=1$,

$$\int_0^\tau E\,d\tau'=E-1+\frac{2z}{\sqrt\pi}.$$

Since $dt=(D/k^2)\,d\tau$, the nitrogen taken up per unit area is

$$M=\int_0^t kc_{eq}E\,dt'=\frac{c_{eq}D}{k}\left[E-1+\frac{2z}{\sqrt\pi}\right]=2c_{eq}\sqrt{\frac{Dt}{\pi}}-\frac Dk\,c_s .$$

The first term of the last form is the uptake with the surface held at $c_{eq}$. The second is the shortfall caused by the finite reaction rate. It grows with $c_s$ and never exceeds $c_{eq}D/k$.

**Early times.** The integral of $E$ also gives $f=2z/\sqrt\pi-\int_0^\tau E\,d\tau'$. Because $0<E<1$ after the start,

$$\frac{2z}{\sqrt\pi}-z^2<f<\frac{2z}{\sqrt\pi}.$$

To leading order, $c_s\approx2kc_{eq}\sqrt{t/(\pi D)}$. The flux is still close to its maximum $kc_{eq}$, but diffusion spreads the nitrogen over a growing depth of order $\sqrt{Dt}$. An amount proportional to $t$ spread over a depth proportional to $\sqrt t$ gives a concentration proportional to $\sqrt t$.

**Late times.** Shifting the variable in $\mathrm{erfc}\,z$ gives

$$E=\frac{2}{\sqrt\pi}\int_0^\infty e^{-2zw-w^2}dw .$$

Use $1-w^2\le e^{-w^2}\le1$, together with $\int_0^\infty e^{-2zw}dw=1/(2z)$ and $\int_0^\infty w^2e^{-2zw}dw=1/(4z^3)$. Then

$$\frac{1}{\sqrt\pi z}\left(1-\frac{1}{2z^2}\right)<1-\frac{c_s}{c_{eq}}<\frac{1}{\sqrt\pi z}.$$

The remaining gap closes as $t^{-1/2}$, not exponentially. To leading order the flux is $kc_{eq}/(\sqrt\pi z)=c_{eq}\sqrt{D/(\pi t)}$, the flux of the first case.

The full profile has the same limit when $k\to\infty$ at fixed $x$ and $t>0$. Its second term equals $e^{-\xi^2}E(\xi+z)$, because $(\xi+z)^2=\xi^2+hx+z^2$. The upper bound on $E$ sends this term to zero, leaving $c_{eq}\,\mathrm{erfc}\,\xi$.

## Numbers for nitriding iron

Take pure ferritic iron at 823 K, with rough values $D=8\ \mu\mathrm{m}^2/\mathrm{s}$ and $k=0.02\ \mu\mathrm{m}/\mathrm{s}$. Concentrations are counted as nitrogen atoms per 100 iron atoms, with the iron density held fixed. We choose $c_{eq}=0.20$, below a rough solubility limit of 0.30, so the calculated surface never reaches that limit.

The two scales are $D/k=400\ \mu\mathrm{m}$ and $D/k^2=5.56$ h. A surface held at equilibrium would demand more than the maximum reaction flux for the first $5.56/\pi=1.77$ h.

At 10 h,

$$z=0.02\sqrt{36000/8}=1.34,\qquad c_s/c_{eq}=0.65,\qquad c_s=0.13 .$$

The surface fractions at 0.25, 1 and 4 h are 0.20, 0.34 and 0.53. As a test, the diffusion balance and surface law were also solved by finite volumes, with a spacing of 2.5 µm and a depth of 5000 µm. The surface fractions at all four times agree with the formula to the four printed decimals.

The 10 h profile falls to 0.49, 0.29 and 0.09 of $c_{eq}$ at depths of 200, 500 and 1000 µm. The uptake is

$$M=\frac{2(0.20)(537)}{\sqrt\pi}-400(0.1301)=121-52=69,$$

in µm times nitrogen atoms per 100 iron atoms. With two iron atoms in a cube of edge 0.287 nm, this is about 1.4 g/m². Holding the surface at equilibrium would give 121 in the same unit, about 75% more than the finite-rate result.

Half of $c_{eq}$ is reached in 3.3 h, but 90% takes 171 h, about 52 times as long. The late-time upper bound shows why: a gap of 0.1 calls for $z$ near $1/(0.1\sqrt\pi)=5.6$, and time grows as $z^2$. By then $\sqrt{Dt}$ is 2.2 mm, so the part must be much thicker than that for the half-space result to apply.

## Third case: a sheet of finite thickness

Let a 2 mm sheet take up nitrogen through both faces, with the same $D$, $k$ and $c_{eq}$. At 10 h its surface fraction is only 0.004 above the half-space value of 0.65. Uptake per face differs by about 0.1%.

The centre is affected much more: its fraction is 0.183, twice the half-space value of 0.0915 at 1000 µm. While each profile is still small at the opposite face, the sheet is nearly the sum of two half-space profiles, one from each side. At 10 h the half-space fraction at 2000 µm is below $\mathrm{erfc}(1.86)$, which is less than 0.01, so the sum is a good approximation.

It fails later. At 171 h the sheet's surface fraction is 0.999, while the half-space has 0.90. The sheet is nearly full, and no deeper metal remains to draw nitrogen away.

## Comparison with real nitriding

Gas nitriding of steel is commonly done at temperatures near that used here, for hours to tens of hours. The least secure input is $k$, which depends on the gas and the condition of the surface, and the numbers above depend strongly on it. With $k=0.066\ \mu\mathrm{m}/\mathrm{s}$, about three times larger, the 10 h surface fraction is 0.88 instead of 0.65, and a surface held at equilibrium overestimates the uptake by 21% instead of 75%. Practical treatments often form a nitride layer, and many nitriding steels contain elements that bind nitrogen; both break the model. If 1 chromium atom per 100 iron atoms binds one nitrogen atom each, the chromium in the first 69 µm could hold the whole calculated 10 h uptake. That depth is small beside the 537 µm diffusion length, so the profile above must not be used for such a steel.

Other changes can be sized one at a time, with the remaining parameters held fixed:

- **Nitride formation.** For a richer gas with $c_{eq}=1.0$, the surface reaches the rough solubility limit after 0.69 h. The formula can be used up to that time; afterwards a nitride may form and the boundary condition may change.
- **Recombination to N₂.** Suppose the surface also loses nitrogen at a rate proportional to $c_s^2$, with an assumed loss of 10% of $kc_{eq}$ at $c_s=c_{eq}$. The 10 h fraction falls from 0.65 to 0.63. The final value is also lower: the steady balance $1-f=0.1f^2$ gives $f=0.92$.
- **Temperature.** With assumed activation energies of 0.8 eV for $D$ and 1.0 eV for $k$, a furnace 10 K colder gives 0.623 at 10 h, about 4% below the original fraction. This figure depends on the assumed energies: with 0.67 eV for $k$ the drop is about 2%. The surface concentration itself also shifts with $c_{eq}$, and this is the larger effect. Dissolving nitrogen from ammonia absorbs roughly 80 kJ/mol, so at fixed gas composition $c_{eq}$ falls by about 12 to 14% for the same 10 K.
- **Gas supply.** For 150 Torr of ammonia, a rough gas diffusivity of 1 cm²/s and a 1 cm stagnant layer, the initial uptake is about $2\times10^{-4}$ of the possible diffusive supply. These inputs only fix the order of magnitude. In ammonia and hydrogen alone at 1 atm, 150 Torr would already lie beyond the nitride boundary at 823 K; $c_{eq}=0.20$ corresponds to roughly 90 Torr, and the diffusivity of ammonia in hydrogen at this temperature is nearer 4 to 5 cm²/s. With these values the ratio remains of order $10^{-4}$. Depletion of the gas by this uptake is therefore negligible; ammonia that decomposes into N₂ and H₂ at the surface is not counted here.
- **Temperature of use.** Extrapolating $D$ to 300 K with the same 0.8 eV gives a diffusion length of about 0.9 µm in one year. Diffusion alone would hardly alter a profile hundreds of micrometres deep. Precipitation, which this estimate ignores, could still change the state of the nitrogen.

In plasma nitriding the supply need not be set by gas equilibrium. If a constant flux $J_0$ enters and the surface loses nitrogen at a rate $\kappa c_s$, with constant $\kappa$, the net flux is

$$J_0-\kappa c_s=\kappa\left(\frac{J_0}{\kappa}-c_s\right).$$

The same solution then holds with $k=\kappa$ and $c_{eq}$ replaced by $J_0/\kappa$, which is a steady concentration set by supply and loss. If sputtering moves the surface appreciably, or the plasma flux varies with time, the boundary problem is different and this solution no longer applies.

The values of $D$, $k$ and the solubility limit used above are rough inputs, and the numbers derived from them carry the same uncertainty.

## Numbers as computed

```
temperature: 823 K
D: 8.0 um2/s
k: 0.020 um/s
ceq: 0.20 N per 100 Fe
rough solubility limit: 0.30 N per 100 Fe
length D/k: 400 um
time D/k^2: 5.56 h
t=0.25 h: z=0.2121, cs/ceq=0.2006, numerical=0.2006
t=1.00 h: z=0.4243, cs/ceq=0.3433, numerical=0.3433
t=4.00 h: z=0.8485, cs/ceq=0.5272, numerical=0.5272
t=10.00 h: z=1.3416, cs/ceq=0.6505, numerical=0.6505
cs at 10 h: 0.1301 N per 100 Fe
sqrt(Dt) at 10 h: 537 um
c/ceq at 10 h, x=200 um: 0.4859
c/ceq at 10 h, x=500 um: 0.2866
c/ceq at 10 h, x=1000 um: 0.0915
uptake at 10 h: 69.07 um*(N per 100 Fe)
iron lattice constant, rough: 0.287 nm
mass uptake at 10 h: 1.36 g/m2
time to cs/ceq=0.5: 3.29 h
time to cs/ceq=0.9: 171.4 h
sqrt(Dt) at the 0.9 time: 2222 um
sheet thickness: 2.0 mm
sheet cs/ceq at 10 h: 0.6545
sheet centre c/ceq at 10 h: 0.1830
sheet uptake per face, 10 h: 68.97 um*(N per 100 Fe)
sheet cs/ceq at the 0.9 time: 0.9992
richer gas ceq: 1.0 N per 100 Fe
richer gas, time to solubility limit: 0.69 h
assumed N2 loss at cs=ceq, over k*ceq: 0.10
cs/ceq at 10 h with N2 loss: 0.6276
assumed chromium content: 1.0 Cr per 100 Fe
depth whose Cr could bind 10 h uptake: 69 um
assumed activation energy of D: 0.8 eV
assumed activation energy of k: 1.0 eV
cs/ceq at 10 h, 813 K: 0.6234
ammonia pressure: 150 Torr
rough gas diffusivity: 1.0 cm2/s
stagnant gas layer: 1.0 cm
initial uptake / gas supply: 1.92e-04
temperature of use: 300 K
sqrt(Dt) in one year of use: 0.85 um
```
